\section*{Why a Fowler-Nordheim slope does not fix the barrier height}

\section{A barrier carried from one calculation to another}

Someone modelling gate leakage has a measured Fowler-Nordheim plot and needs a barrier height, either to compare with a computed band offset or to predict the current through another film. The decision is which tunnelling mass to use when reading the plot, and whether the resulting barrier may then be combined with a different mass. The second choice can cost an order of magnitude in current.

The belief at issue is that the slope of the plot measures the barrier height. It has a sound basis: emission through a triangular barrier does give a nearly straight line when $\ln(J/F^2)$ is plotted against $1/F$, where $J$ is the current density and $F$ the oxide field. A constant error in the emitting area leaves the slope unchanged, and the slope depends strongly on the barrier. If the mass is known, the barrier follows. But the mass is a second unknown, and one slope cannot supply both.

\section{What the slope contains}

Let $\phi$ be the barrier energy above the metal's Fermi level, $q>0$ the elementary charge, and $m$ the oxide tunnelling mass divided by the free-electron mass $m_e$. Assume first a sharp interface, a uniform field, a parabolic isotropic oxide band and zero temperature. The voltage across the film must exceed $\phi/q$, so that the electron emerges into the oxide conduction band.

At the Fermi level the decay constant at depth $x$ is
\begin{equation}
\kappa(x)=\frac{\sqrt{2mm_e(\phi-qFx)}}{\hbar}.
\end{equation}
The barrier ends at $x=\phi/(qF)$. With $u=\phi-qFx$ and $dx=-du/(qF)$, the semiclassical exponent is
\begin{align}
2\int_0^{\phi/(qF)}\kappa\,dx
&=\frac{2\sqrt{2mm_e}}{\hbar qF}\int_0^\phi u^{1/2}\,du\nonumber\\
&=\frac{4\sqrt{2mm_e}\,\phi^{3/2}}{3\hbar qF}\equiv\frac{B}{F}.
\label{eq:B}
\end{align}
The transmission is $e^{-B/F}$, and $B$ contains barrier and mass only through $\sqrt{m\phi^3}$. Equal slopes therefore require
\begin{equation}
m_1\phi_1^3=m_2\phi_2^3,\qquad
\phi_2=\phi_1\left(\frac{m_1}{m_2}\right)^{1/3}.
\label{eq:pair}
\end{equation}
For $\phi_1=3.10$ eV, $m_1=0.42$ and $m_2=0.50$,
\begin{equation}
\phi_2=3.10\,(0.84)^{1/3}\ \text{eV}=2.925\ \text{eV}.
\end{equation}
Both descriptions have $B=241.6$ MV/cm.

This is not an artefact of the semiclassical exponent. On the ramp the Schr\"odinger equation becomes Airy's equation in the variable
\begin{equation}
z=\frac{\alpha(\phi-qFx)}{qF},\qquad \alpha^3=\frac{2mm_eqF}{\hbar^2}.
\end{equation}
Its value at the interface, $z_0=\alpha\phi/(qF)$, satisfies
\begin{equation}
\frac43z_0^{3/2}
=\frac43\,\frac{\sqrt{2mm_e}\,\phi^{3/2}}{\hbar qF}=\frac{B}{F}.
\end{equation}
The pair thus shares the same $z_0$ at each field. Matching to the metal introduces the mass separately, but mainly in the prefactor. With a metal band 10 eV deep, the transmission at normal incidence and at the Fermi level, computed from the matched Airy waves between 7 and 10 MV/cm, has a fitted slope of 241.6 MV/cm. Requiring equal slopes of these transmissions at mass 0.50 again gives 2.925 eV.

\section{From transmission to current}

The plotted quantity is a current, so the electrode states must be summed. For a state of energy $E$ and transverse wavevector $k_t$, conserved at the interface, define
\begin{equation}
e=E_F-E,\qquad \epsilon=\frac{\hbar^2k_t^2}{2mm_e},\qquad w=e+\epsilon.
\end{equation}
Transverse motion in the oxide uses energy $\epsilon$, so the electron meets a barrier of height $\phi+w$. Equation~\eqref{eq:B} then gives
\begin{equation}
D(w)=\exp\left[-\frac BF\left(1+\frac w\phi\right)^{3/2}\right].
\end{equation}
At fixed $k_t$, the velocity normal to the interface obeys $v_x\,dk_x=dE/\hbar$. With two spin states,
\begin{equation}
J=\frac{q}{\pi\hbar}\int dE\int\frac{d^2k_t}{(2\pi)^2}\,D.
\end{equation}
Since $d^2k_t=(2\pi mm_e/\hbar^2)\,d\epsilon$,
\begin{equation}
J=\frac{qmm_e}{2\pi^2\hbar^3}
\int_0^\infty de\int_0^\infty d\epsilon\,D(e+\epsilon).
\label{eq:sum}
\end{equation}
The infinite limits assume that the metal has occupied states over the whole range of $e$ and $k_t$ that contributes.

To see how wide that range is, expand $(1+w/\phi)^{3/2}=1+3w/(2\phi)+3w^2/(8\phi^2)+\cdots$. The linear term gives $D\simeq e^{-B/F}e^{-w/d}$, with
\begin{equation}
d=\frac{2\phi F}{3B}=\frac{\hbar qF}{2\sqrt{2mm_e\phi}}.
\end{equation}
For the first description $d=0.086$ eV at 10 MV/cm, small beside the 10 eV metal band. Each integral in \eqref{eq:sum} contributes a factor $d$, so
\begin{equation}
J\simeq\frac{qmm_e}{2\pi^2\hbar^3}\,d^2e^{-B/F}
=\frac{q^3F^2}{16\pi^2\hbar\phi}\,e^{-B/F}.
\label{eq:FN}
\end{equation}
The mass has cancelled from the prefactor, because $d^2=\hbar^2q^2F^2/(8mm_e\phi)$.

The quadratic term adds $-(B/F)\,3w^2/(8\phi^2)=-w^2/(4d\phi)$ to the exponent. The number of states with a given $w$ grows as $w$, so the weight is $we^{-w/d}/d^2$ and $\langle w^2\rangle=6d^2$. To first order the current is multiplied by
\begin{equation}
1-\frac{6d^2}{4d\phi}=1-\frac{3d}{2\phi}=1-\frac FB.
\end{equation}
This is a 4 percent reduction at 10 MV/cm. Its logarithm, about $-F/B$, lowers the local slope magnitude by $F^2/B$, roughly 0.3 MV/cm in this window.

\section{Reading a plot with two masses}

Take an 8 nm film between 7 and 10 MV/cm, hence between 5.6 and 8.0 V. Summing over states with the full $D(w)$ at zero temperature gives, for the first description, $2.419\times10^{-8}$ and $1.534\times10^{-3}$ A/cm$^2$ at the two ends. The slope magnitude from these two points is
\begin{align}
B_{\rm plot}
&=\frac{\ln(1.534\times10^{-3}/2.419\times10^{-8})-2\ln(10/7)}
{1/7-1/10}\ \text{MV/cm}\nonumber\\
&=\frac{11.057-0.713}{0.042857}\ \text{MV/cm}
\simeq241.4\ \text{MV/cm}.
\end{align}
A fit to seven fields gives the same value, and so does the second description. Inverting \eqref{eq:B},
\begin{equation}
\phi=\left(\frac{3\hbar qB}{4\sqrt{2mm_e}}\right)^{2/3},\qquad
\frac{d\phi}{\phi}=\frac23\frac{dB}{B}-\frac13\frac{dm}{m}.
\label{eq:inverse}
\end{equation}
The same fitted slope yields 3.47 eV if the mass is taken as 0.30, 3.10 eV for 0.42, 2.92 eV for 0.50 and 2.32 eV for the free-electron mass. A better straight-line fit does not choose among them.

Mixing the descriptions does real damage. Putting $\phi=2.925$ eV with $m=0.42$ multiplies $B$ by $\sqrt{0.42/0.50}=0.9165$. At 10 MV/cm, where $B/F=24.16$, the exponent falls by $0.0835\times24.16=2.02$ and the current rises by a factor of about 7.5 from the exponent alone. At 7 MV/cm, where $B/F=34.52$, the factor is about 18.

\section{Can the intercept decide?}

The two currents are not identical. Setting $e=\phi a$ and $\epsilon=\phi b$ in \eqref{eq:sum} gives
\begin{equation}
J=\frac{qm_e}{2\pi^2\hbar^3}\,m\phi^2\,G(B/F),
\end{equation}
where $G$ is the remaining dimensionless integral. For equal $m\phi^3$, the factor $m\phi^2$ is proportional to $1/\phi$. At every field in this model, therefore,
\begin{equation}
\frac{J_2}{J_1}=\frac{\phi_1}{\phi_2}=1.060.
\end{equation}
With the semiclassical transmission, the plots are parallel lines 6 percent apart in current. Matching the waves at the metal for every state in the sum roughly doubles both currents, multiplies their ratio by about 0.978 and leaves them 3.6 to 3.7 percent apart. A comparable uncertainty in emitting area hides the difference.

The sign of the separation also depends on the model. If the oxide had transverse mass $m_e$ but kept mass $m$ along the field, the factor $m$ from the transverse sum in \eqref{eq:sum} would become 1. The ratio would then be $m_1\phi_1/(m_2\phi_2)=0.890$. One assumption makes the second current larger, the other makes it smaller.

The image force is a stronger disturbance. With a rough optical relative permittivity of 2.1, and the injecting electrode's image alone, the barrier top falls by 0.83 eV at 10 MV/cm. The semiclassical transmission at the Fermi level then rises 12.6-fold for the first description and 16.5-fold for the second. Yet the first description's slope falls only from 241.6 to 239.0 MV/cm. A reduction of the exponent that is the same at all fields would move the intercept alone, and the computed reduction is close to that: 2.64 at 7 MV/cm and 2.53 at 10 MV/cm. Adding the multiple images from the far electrode of the 8 nm film lowers the slope further, to about 236 MV/cm. The intercept can help if area, transverse mass and image force are all known well; otherwise their uncertainties can exceed the difference sought.

\section{Measurements that separate the pair}

An independent barrier measurement settles the matter within a chosen band model: with $\phi$ fixed, the slope gives $m$. Direct tunnelling offers another route. For a film of thickness $t$ with $qV<\phi$, the electron reaches the far electrode while still under the barrier. The lower limit of the $u$ integral becomes $\phi-qV$, and with $F=V/t$ the exponent is
\begin{equation}
S=\frac{4\sqrt{2mm_e}\,t}{3\hbar qV}
\left[\phi^{3/2}-(\phi-qV)^{3/2}\right].
\end{equation}
For $qV\ll\phi$ the bracket tends to $\frac32\phi^{1/2}qV$, so
\begin{equation}
S\longrightarrow\frac{2t\sqrt{2mm_e\phi}}{\hbar}.
\end{equation}
This limit contains $m\phi$ instead of $m\phi^3$. Along a line of constant $m\phi^3$, $m\phi$ varies as $1/\phi^2$, so the description with the lower barrier has the larger exponent: its heavier mass more than compensates.

For a 2 nm film at 1 V, the exponents are 21.38 and 22.52. The first description transmits 3.14 times as much, counting the exponential factor alone. Two descriptions with the same slope in the thick film thus predict different leakage in the thin one. The test is demanding, however: at fixed voltage, a thickness error of 0.11 nm, about 5 percent, would hide the difference. It also holds only within a chosen model. The images of both electrodes, at permittivity 2.1, cut the ratio from 3.14 to about 2.1. The two-band dispersion introduced below, with the 3.10 eV barrier and the mass 0.53 that keeps the slope, lowers the exponent from 21.38 to 20.24, a change as large as the difference sought.

\section{The model beside a real oxide}

These parameters lie in the regime of a low-work-function metal gate, such as aluminium, on thermal silicon dioxide, where the barrier is roughly 3 eV; metals with larger work functions have higher barriers. The upper field is high for such an oxide. If breakdown follows after roughly 10 C/cm$^2$ has passed, a constant current of $1.534\times10^{-3}$ A/cm$^2$ reaches that charge in about two hours, or about one hour for the doubled current from matched waves; the image-force gain found above would shorten this roughly tenfold. Heating the electrode from zero to 300 K, with barrier and mass fixed, multiplies the current by 1.40 at 7 MV/cm but by 1.17 at 10 MV/cm. The larger gain at low field flattens the plot, and the barrier read with mass 0.42 drops from 3.10 to 3.06 eV. Overestimating the film thickness by 1 percent at fixed voltages lowers it by 0.02 eV. The model also ignores reflection at the far electrode. If that interface were ideally sharp and the electron crossed the oxide without scattering, interference in the 8 nm film, with the same metal on both sides, would make the Fermi-level transmission swing with field between about 0.6 and 1.6 times its value without that reflection. Summing over states softens the swing in the current to between about 0.8 and 1.3. This shifts a fitted slope by roughly 1 to 3 MV/cm, depending on the fields sampled and differently for the two descriptions, so their slopes would be only approximately equal. Scattering and roughness weaken this effect. Trapped charge, interface roughness and quantized states in a semiconductor electrode are left out and have not been sized here.

The parabolic band is itself an assumption. In a two-band model with gap $E_g$,
\begin{equation}
\kappa^2=\frac{2mm_eu}{\hbar^2}\left(1-\frac{u}{E_g}\right),
\end{equation}
and the substitution $dx=-du/(qF)$ still gives an exponent proportional to $1/F$. For a 3.1 eV barrier and a rough gap of 9 eV, the exponent is 0.889 times the parabolic one at equal mass. Keeping the slope then requires a band-edge mass of $0.42/0.889^2=0.53$. For the same slope, a mass of 0.50 therefore belongs with 2.92 eV in the parabolic dispersion and with about 3.17 eV in the two-band one. A barrier quoted from a Fowler-Nordheim slope needs its mass and its dispersion quoted with it, and a leakage calculation should take all three from the same description.

\section*{Calculated quantities}
\begin{verbatim}
Barrier 1: 3.10 eV, mass 0.42 m_e
Barrier 2, equal slope: 2.925 eV, mass 0.50 m_e
Barrier 2 from exact Airy slopes: 2.925 eV
m*phi^3, both: 12.512, 12.512 eV^3
Metal band depth: 10.0 eV; film: 8.0 nm
Field window: 7.0 to 10.0 MV/cm
Voltage window: 5.6 to 8.0 V
Slope B, formula: 241.6 MV/cm
Slope B, exact Airy transmission: 241.6 MV/cm
Slope B, fit to current 1: 241.4 MV/cm
Slope B, fit to current 2: 241.4 MV/cm
Fitted barrier if mass is 0.30 m_e: 3.465 eV
Fitted barrier if mass is 0.42 m_e: 3.098 eV
Fitted barrier if mass is 0.50 m_e: 2.923 eV
Fitted barrier if mass is 1.00 m_e: 2.320 eV
At 7.0 MV/cm: B/F = 34.52, tunnel length 1 = 4.43 nm
  decay energy d = 0.0599 eV
  J1 = 2.419e-08, J2 = 2.564e-08 A/cm2 (0 K)
  current gain at 300 K: 1.397
At 10.0 MV/cm: B/F = 24.16, tunnel length 1 = 3.10 nm
  decay energy d = 0.0855 eV
  J1 = 1.534e-03, J2 = 1.626e-03 A/cm2 (0 K)
  current gain at 300 K: 1.174
J2/J1, transverse momentum conserved: 1.060
J2/J1, textbook prefactor: 0.890
Fitted barrier, 0 K current: 3.098 eV
Fitted barrier, 300 K current: 3.063 eV
Barrier shift, thickness 1% too large: -0.020 eV
Image force, relative permittivity (rough): 2.1
  barrier lowering at 10 MV/cm: 0.828 eV
  fitted slope: 239.0 MV/cm
  fitted barrier at mass 0.42: 3.077 eV
  current gain at 10 MV/cm, barrier 1: 12.6
  current gain at 10 MV/cm, barrier 2: 16.5
Two-band model, gap (rough): 9.0 eV
  exponent relative to parabolic: 0.889
  band-edge mass for equal slope at 3.1 eV: 0.531 m_e
Direct tunnelling: 2.0 nm film at 1.0 V
  exponents 1 and 2: 21.38, 22.52
  transmission ratio 1/2: 3.14
  thickness error that hides it: 0.107 nm
Breakdown charge (rough): 10 C/cm2
  time to pass it at 10 MV/cm, J1: 6517 s
\end{verbatim}
